**Surface term of a spherical crystal in a dielectric**

The program tests E(ε') = E_Ewald + 2πM²/((2ε'+1)V), the energy per central cell of a neutral cell with dipole M and volume V, repeated over a growing sphere inside a medium of permittivity ε'. E_Ewald is the Ewald energy without the k = 0 term. Explicit vacuum sums are asserted to agree with the formula for a cubic cell, an orthorhombic cell and a cell with one ion moved by a lattice vector, and a flattened summation order is asserted to reach its own predicted limit. Further assertions cover the Poisson identity, the k = 0 limit and the independence of the Ewald energy from the splitting parameter. The dielectric part is compared with a radial finite-volume solution and with explicit finite crystals in a cavity. For the model cell the output shows an Ewald energy of −3.3770 eV and a vacuum surface term of 0.7615 eV. The surface term falls to 0.1088 eV for ε' = 10 and to zero for a conducting surround.

## Program and output

```python
"""
Result under test: a neutral cell (volume V, dipole M) repeated over a growing
sphere inside a continuum of permittivity eps has, per central cell, the energy
    E(eps) = E_Ewald + 2 pi M^2 / ((2 eps + 1) V)      (Gaussian-type units).
E_Ewald omits k = 0. Lengths are in angstrom, charges in e, energies in eV;
COULOMB = e^2/(4 pi eps0) in eV angstrom turns e^2/angstrom into eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc, eval_legendre

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def lattice_points(lengths, radius, flattening=1.0):
    """Lattice vectors with x^2 + y^2 + (flattening z)^2 <= radius^2."""
    axes = [np.arange(-int(radius / a) - 1, int(radius / a) + 2) * a
            for a in lengths]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    size2 = grid[:, 0]**2 + grid[:, 1]**2 + (flattening * grid[:, 2])**2
    return grid[size2 <= radius**2 * (1 + 1e-12)]


def direct_energy(charges, positions, cells, damping=0.0):
    """Energy of the central cell from an explicit sum over the given cells."""
    per_cell = np.zeros(len(cells))
    for i, qi in enumerate(charges):
        for j, qj in enumerate(charges):
            dist = np.linalg.norm(cells + positions[i] - positions[j], axis=1)
            if i == j:
                dist[dist < 1e-9] = np.inf
            per_cell += 0.5 * qi * qj / dist
    weight = np.exp(-damping * np.sum(cells**2, axis=1))
    return COULOMB * np.sum(weight * per_cell)


def ewald_energy(charges, positions, lengths, alpha):
    """Ewald energy of a neutral orthorhombic cell, k = 0 omitted."""
    m = np.arange(-4, 5)
    cells = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    cells = cells * lengths
    energy = -alpha / np.sqrt(np.pi) * np.sum(charges**2)
    for i, qi in enumerate(charges):
        for j, qj in enumerate(charges):
            dist = np.linalg.norm(cells + positions[i] - positions[j], axis=1)
            dist = dist[dist > 1e-9]
            energy += 0.5 * qi * qj * np.sum(erfc(alpha * dist) / dist)
    m = np.arange(-9, 10)
    k = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    k = 2 * np.pi * k[np.any(k != 0, axis=1)] / lengths
    k2 = np.sum(k**2, axis=1)
    structure = np.exp(1j * k @ positions.T) @ charges
    energy += 2 * np.pi / np.prod(lengths) * np.sum(
        np.exp(-k2 / (4 * alpha**2)) / k2 * np.abs(structure)**2)
    return COULOMB * energy


def surface_term(dipole, volume, eps):
    return COULOMB * 2 * np.pi * np.dot(dipole, dipole) / ((2 * eps + 1) * volume)


def reaction_coefficient(l, eps):
    return -(eps - 1) * (l + 1) / (eps * (l + 1) + l)


def radial_solution(l, eps, source_radius, n_inside=1000, extent=4):
    """Finite volumes for (r^2 e f')' - l(l+1) e f = -delta(r - source_radius),
    with e = 1 for r < 1 and e = eps for r > 1; returns r and f without r = 0."""
    h = 1.0 / n_inside
    n = extent * n_inside
    r = h * np.arange(1, n + 1)
    middle = r - h / 2
    e = np.where(middle < 1, 1.0, eps)
    link = middle**2 * e / h
    e_right = np.append(e[1:], 0.0)
    diagonal = -link - np.append(link[1:], 0.0) - l * (l + 1) * h / 2 * (e + e_right)
    diagonal[-1] -= (l + 1) * r[-1] * eps
    bands = np.zeros((3, n))
    bands[0, 1:] = link[1:]
    bands[1] = diagonal
    bands[2, :-1] = link[1:]
    source = np.zeros(n)
    source[int(round(source_radius / h)) - 1] = -1.0
    return r, solve_banded((1, 1), bands, source)


def cavity_reaction(charges, positions, cells, eps, gap=1.0, l_max=4):
    """Reaction energy of the central cell of an explicit crystal in a cavity."""
    points = (cells[:, None, :] + positions[None, :, :]).reshape(-1, 3)
    point_charges = np.tile(charges, len(cells))
    radius = np.linalg.norm(points, axis=1)
    cavity = radius.max() + gap
    energy = 0.0
    for qi, ri in zip(charges, positions):
        di = np.linalg.norm(ri)
        cosine = points @ ri / (radius * di)
        for l in range(1, l_max + 1):
            moment = np.sum(point_charges * (radius / cavity)**l
                            * eval_legendre(l, cosine))
            energy += (0.5 * qi * reaction_coefficient(l, eps)
                       * (di / cavity)**l / cavity * moment)
    return COULOMB * energy, cavity


# Model cell
edge = 10.0
cubic = np.array([edge, edge, edge])
volume = edge**3
q = np.array([1.0, -1.0, 0.5, -0.5])
pos = np.array([[1.0, 0.5, 2.0], [-1.0, 0.5, -1.0],
                [2.0, -2.0, 0.5], [0.0, 2.0, -0.5]])
M = q @ pos
assert abs(q.sum()) < 1e-14
print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.5f} eV angstrom")
print(f"cubic cell edge: {edge:.1f} angstrom, volume {volume:.0f} angstrom^3")
for qi, ri in zip(q, pos):
    print(f"ion charge {qi:+.1f} e at ({ri[0]:.1f}, {ri[1]:.1f}, {ri[2]:.1f}) angstrom")
print(f"cell dipole M: ({M[0]:.2f}, {M[1]:.2f}, {M[2]:.2f}) e angstrom")
print(f"M^2: {M @ M:.3f} e^2 angstrom^2")

# Ewald energy must not depend on the splitting parameter
ewald = ewald_energy(q, pos, cubic, 0.35)
assert abs(ewald - ewald_energy(q, pos, cubic, 0.30)) < 1e-8
print(f"Ewald energy: {ewald:.5f} eV")

# Poisson identity for the damped Gaussian lattice sum
t, s = 0.12, 0.004
x = t**2 + s
r_test = pos[0] - pos[1]
near = lattice_points(cubic, 100.0)
left = np.sum(np.exp(-t**2 * np.sum((near + r_test)**2, axis=1)
                     - s * np.sum(near**2, axis=1)))
waves = lattice_points(2 * np.pi / cubic, 4.0)
right = (np.exp(-t**2 * s * (r_test @ r_test) / x) * (np.pi / x)**1.5 / volume
         * np.sum(np.exp(-np.sum(waves**2, axis=1) / (4 * x))
                  * np.cos(waves @ r_test * t**2 / x)))
assert abs(left / right - 1) < 1e-10

# The k = 0 contribution leaves a quadratic term when the damping vanishes
s, alpha, distance = 1e-6, 0.35, 3.0
integral = quad(lambda t: 2 * np.pi / volume * (t**2 + s)**-1.5
                * np.expm1(-t**2 * s * distance**2 / (t**2 + s)),
                0, alpha, points=[s**0.5, 10 * s**0.5, 100 * s**0.5],
                limit=300, epsabs=1e-13)[0]
quadratic = -2 * np.pi * distance**2 / (3 * volume)
assert abs(integral / quadratic - 1) < 1e-4
print(f"k=0 term at r = 3 angstrom, damped integral: {integral:.7f} 1/angstrom")
print(f"k=0 term at r = 3 angstrom, limit formula: {quadratic:.7f} 1/angstrom")

# Spherical summation in vacuum
vacuum_term = surface_term(M, volume, 1.0)
for radius in (50.0, 100.0, 300.0):
    total = direct_energy(q, pos, lattice_points(cubic, radius))
    print(f"spherical sum, R = {radius:.0f} angstrom: {total:.5f} eV")
assert abs(total - ewald - vacuum_term) < 1e-4
print(f"Ewald + vacuum surface term: {ewald + vacuum_term:.5f} eV")

# The same crystal with another choice of repeated ions
moved = pos.copy()
moved[1, 2] += edge
M_moved = q @ moved
ewald_moved = ewald_energy(q, moved, cubic, 0.35)
total_moved = direct_energy(q, moved, lattice_points(cubic, 300.0))
assert abs(ewald_moved - ewald) < 1e-8
assert abs(total_moved - ewald - surface_term(M_moved, volume, 1.0)) < 1e-4
print(f"-1 e ion moved by +{edge:.0f} angstrom in z, new M^2: "
      f"{M_moved @ M_moved:.3f} e^2 angstrom^2")
print(f"moved ion, Ewald energy: {ewald_moved:.5f} eV")
print(f"moved ion, spherical sum: {total_moved:.5f} eV")

# A lattice without cubic symmetry, sharp sphere and Gaussian damping
ortho = np.array([8.0, 10.0, 13.0])
ortho_cells = lattice_points(ortho, 400.0)
ortho_formula = (ewald_energy(q, pos, ortho, 0.35)
                 + surface_term(M, np.prod(ortho), 1.0))
ortho_sharp = direct_energy(q, pos, ortho_cells)
ortho_damped = direct_energy(q, pos, ortho_cells, damping=1.25e-4)
assert abs(ortho_sharp - ortho_formula) < 5e-3
assert abs(ortho_damped - ortho_formula) < 2e-3
print(f"8 x 10 x 13 angstrom cell, sharp sphere: {ortho_sharp:.4f} eV")
print(f"8 x 10 x 13 angstrom cell, damped sum: {ortho_damped:.4f} eV")
print(f"8 x 10 x 13 angstrom cell, formula: {ortho_formula:.4f} eV")

# A flattened order of summation gives another limit
flat = 2.0
angular = 2 * np.pi * quad(lambda c: (3 * c**2 - 1)
                           * -0.5 * np.log(1 - c**2 + flat**2 * c**2), -1, 1)[0]
shape_shift = (-COULOMB * angular / (2 * volume)
               * (M[2]**2 - 0.5 * (M[0]**2 + M[1]**2)))
flat_total = direct_energy(q, pos, lattice_points(cubic, 400.0, flat))
assert abs(flat_total - (ewald + vacuum_term + shape_shift)) < 5e-3
assert abs(shape_shift) > 0.05
print(f"2:1 flattened ellipsoid, direct sum: {flat_total:.4f} eV")
print(f"2:1 flattened ellipsoid, predicted: {ewald + vacuum_term + shape_shift:.4f} eV")

# Dielectric boundary problem solved on a radial grid (cavity radius 1)
for eps in (1.0, 2.0, 10.0, 80.0):
    r, f = radial_solution(1, eps, 1.0)
    inner = f[499] / r[499]
    assert abs(inner * (2 * eps + 1) - 1) < 1e-4
    print(f"eps' = {eps:.0f}: inner field/(-4 pi P), radial grid: {inner:.6f}")
for l in (1, 2, 3, 4):
    r, with_medium = radial_solution(l, 10.0, 0.8)
    r, without = radial_solution(l, 1.0, 0.8)
    numerical = (with_medium - without)[499]
    formula = reaction_coefficient(l, 10.0) * (0.8 * r[499])**l / (2 * l + 1)
    assert abs(numerical / formula - 1) < 1e-3

# Explicit finite crystals in a cavity
eps = 10.0
reaction_limit = surface_term(M, volume, eps) - vacuum_term
fills = []
for radius in (100.0, 200.0, 300.0):
    cells = lattice_points(cubic, radius)
    reaction, cavity = cavity_reaction(q, pos, cells, eps)
    fills.append(len(cells) * volume / (4 * np.pi * cavity**3 / 3))
    print(f"eps' = 10, R = {radius:.0f} angstrom: reaction energy {reaction:.5f} eV, "
          f"filled fraction {fills[-1]:.4f}")
assert fills[0] < fills[1] < fills[2] < 1
assert abs(reaction / fills[-1] / reaction_limit - 1) < 2e-3
print(f"eps' = 10, last reaction energy / filled fraction: {reaction / fills[-1]:.5f} eV")
print(f"eps' = 10, reaction energy for infinite R: {reaction_limit:.5f} eV")

# Surface term for different surroundings
for eps in (1.0, 2.0, 10.0, 80.0, np.inf):
    term = surface_term(M, volume, eps)
    print(f"eps' = {eps:.0f}: surface term {term:.5f} eV, total {ewald + term:.5f} eV")
print(f"vacuum surface term: {vacuum_term / HARTREE:.6f} hartree")
print("success")
```

Output:

```
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
cubic cell edge: 10.0 angstrom, volume 1000 angstrom^3
ion charge +1.0 e at (1.0, 0.5, 2.0) angstrom
ion charge -1.0 e at (-1.0, 0.5, -1.0) angstrom
ion charge +0.5 e at (2.0, -2.0, 0.5) angstrom
ion charge -0.5 e at (0.0, 2.0, -0.5) angstrom
cell dipole M: (3.00, -2.00, 3.50) e angstrom
M^2: 25.250 e^2 angstrom^2
Ewald energy: -3.37700 eV
k=0 term at r = 3 angstrom, damped integral: -0.0188493 1/angstrom
k=0 term at r = 3 angstrom, limit formula: -0.0188496 1/angstrom
spherical sum, R = 50 angstrom: -2.61551 eV
spherical sum, R = 100 angstrom: -2.61549 eV
spherical sum, R = 300 angstrom: -2.61549 eV
Ewald + vacuum surface term: -2.61549 eV
-1 e ion moved by +10 angstrom in z, new M^2: 55.250 e^2 angstrom^2
moved ion, Ewald energy: -3.37700 eV
moved ion, spherical sum: -1.71074 eV
8 x 10 x 13 angstrom cell, sharp sphere: -2.4546 eV
8 x 10 x 13 angstrom cell, damped sum: -2.4561 eV
8 x 10 x 13 angstrom cell, formula: -2.4546 eV
2:1 flattened ellipsoid, direct sum: -2.5139 eV
2:1 flattened ellipsoid, predicted: -2.5146 eV
eps' = 1: inner field/(-4 pi P), radial grid: 0.333333
eps' = 2: inner field/(-4 pi P), radial grid: 0.200000
eps' = 10: inner field/(-4 pi P), radial grid: 0.047619
eps' = 80: inner field/(-4 pi P), radial grid: 0.006211
eps' = 10, R = 100 angstrom: reaction energy -0.58088 eV, filled fraction 0.8899
eps' = 10, R = 200 angstrom: reaction energy -0.61487 eV, filled fraction 0.9420
eps' = 10, R = 300 angstrom: reaction energy -0.62803 eV, filled fraction 0.9622
eps' = 10, last reaction energy / filled fraction: -0.65272 eV
eps' = 10, reaction energy for infinite R: -0.65272 eV
eps' = 1: surface term 0.76150 eV, total -2.61549 eV
eps' = 2: surface term 0.45690 eV, total -2.92009 eV
eps' = 10: surface term 0.10879 eV, total -3.26821 eV
eps' = 80: surface term 0.01419 eV, total -3.36281 eV
eps' = inf: surface term 0.00000 eV, total -3.37700 eV
vacuum surface term: 0.027985 hartree
success
```
